# Spin Separation of the Static GW Bethe-Salpeter Equation for Collinear References, part 2

The problem is the spin structure of the static Bethe-Salpeter equation in the GW approximation, with $W$ held fixed, for a collinear reference: orbitals $\psi_p=\phi_p\chi_{\sigma_p}$ with spin $\alpha$ or $\beta$ along $z$, energies $\varepsilon_p$, $i,j$ occupied, $a,b$ empty, $N_\alpha\ge N_\beta$. Formulas use Hartree atomic units, the example eV. $F_0=\sum_p\varepsilon_p|p\rangle\langle p|$ and $\gamma_0=\sum_i|i\rangle\langle i|$ have spin blocks $F^\sigma,\gamma^\sigma$. With $x=(\mathbf r,s)$, $v=1/|\mathbf r-\mathbf r'|$, $W=v+v\chi_0W$ and $v-W$ positive semidefinite,

$$\chi_0(\mathbf r,\mathbf r')=-\sum_{ia}\frac{\rho_{ia}(\mathbf r)\rho^*_{ia}(\mathbf r')+\text{c.c.}}{\varepsilon_a-\varepsilon_i},\qquad \rho_{ia}(\mathbf r)=\sum_s\psi_i^*(\mathbf r,s)\psi_a(\mathbf r,s). \tag{2}$$

$$\Sigma[\gamma](x,x')=\delta(x-x')\int d\mathbf r''\,v(\mathbf r,\mathbf r'')\,n[\gamma](\mathbf r'')-W(\mathbf r,\mathbf r')\,\gamma(x,x'),\qquad n[\gamma](\mathbf r)=\sum_s\gamma(\mathbf rs,\mathbf rs). \tag{3}$$

Oscillations $\delta\gamma=\sum_{ia}(X_{ia}|a\rangle\langle i|+Y_{ia}|i\rangle\langle a|)$ obey

$$\omega\,\delta\gamma=\mathcal L[\delta\gamma]\equiv[F_0,\delta\gamma]+[\Sigma[\delta\gamma],\gamma_0]. \tag{5}$$

$$\begin{pmatrix}A&B\\-B^*&-A^*\end{pmatrix}\begin{pmatrix}X\\Y\end{pmatrix}=\omega\begin{pmatrix}X\\Y\end{pmatrix}, \tag{7}$$

$$A_{ia,jb}=(\varepsilon_a-\varepsilon_i)\delta_{ij}\delta_{ab}+(ai|v|jb)-(ab|W|ji),\qquad B_{ia,jb}=(ai|v|bj)-(aj|W|bi). \tag{8}$$

Tamm-Dancoff sets $B=0$; $v$ terms are exchange, $W$ terms direct. The first derivation uses

$$(pq|O|rs)=\delta_{\sigma_p\sigma_q}\,\delta_{\sigma_r\sigma_s}\int d\mathbf r\,d\mathbf r'\,\phi_p^*\phi_q(\mathbf r)\,O\,\phi_r^*\phi_s(\mathbf r'). \tag{9}$$

Its tables show the three-part statement: $A$ is block diagonal in $\Delta S_z=m_a-m_i$, $B$ connects $\Delta S_z$ with $-\Delta S_z$, and the flip kernel contains $W$ alone. With $-$ for $\alpha\to\beta$ and $+$ for $\beta\to\alpha$ pairs,

$$\begin{aligned}(A_{--})_{ia,i'a'}&=(\varepsilon_{a\beta}-\varepsilon_{i\alpha})\delta_{ii'}\delta_{aa'}-(a_\beta a'_\beta|W|i'_\alpha i_\alpha),\\ (A_{++})_{jb,j'b'}&=(\varepsilon_{b\alpha}-\varepsilon_{j\beta})\delta_{jj'}\delta_{bb'}-(b_\alpha b'_\alpha|W|j'_\beta j_\beta),\\ (B_{-+})_{ia,jb}&=-(a_\beta j_\beta|W|b_\alpha i_\alpha),\qquad B_{+-}=B_{-+}^{T}.\end{aligned} \tag{11}$$

The flip problem is $M_-u=\omega u$ with $u=(X_-,Y_+)$, $M_-=\eta H$, $\eta=\mathrm{diag}(1,-1)$ and

$$H=\begin{pmatrix}A_{--}&B_{-+}\\B_{-+}^\dagger&A_{++}^*\end{pmatrix}.$$

If $H$ is positive definite, all roots are real, and the positive and negative ones number as the $-$ and $+$ pairs.

The second derivation uses spin rotations $U$, with $U_\varphi=e^{-i\varphi s_z}$ and $U_\varphi\delta\gamma_mU_\varphi^\dagger=e^{-im\varphi}\delta\gamma_m$:

$$\Sigma[U\gamma U^\dagger]=U\,\Sigma[\gamma]\,U^\dagger. \tag{12}$$

$$\mathcal L[U_\varphi\delta\gamma U_\varphi^\dagger]=[F_0,U_\varphi\delta\gamma U_\varphi^\dagger]+[U_\varphi\Sigma[\delta\gamma]U_\varphi^\dagger,\gamma_0]=U_\varphi\big([F_0,\delta\gamma]+[\Sigma[\delta\gamma],\gamma_0]\big)U_\varphi^\dagger=U_\varphi\,\mathcal L[\delta\gamma]\,U_\varphi^\dagger. \tag{13}$$

$$n[\delta\gamma_m]=n[U_\varphi\delta\gamma_mU_\varphi^\dagger]=e^{-im\varphi}\,n[\delta\gamma_m], \tag{14}$$

For $g=\delta\gamma^{\beta\alpha}$, with $W\!\circ g$ the pointwise product, the two projected equations are

$$\omega X_{ia}=(\varepsilon_{a\beta}-\varepsilon_{i\alpha})X_{ia}-\sum(a_\beta a'_\beta|W|i'_\alpha i_\alpha)X_{i'a'}-\sum(a_\beta j'_\beta|W|b'_\alpha i_\alpha)Y_{j'b'} .$$

$$\omega Y_{jb}=-(\varepsilon_{b\alpha}-\varepsilon_{j\beta})Y_{jb}+\sum(j_\beta a'_\beta|W|i'_\alpha b_\alpha)X_{i'a'}+\sum(j_\beta j'_\beta|W|b'_\alpha b_\alpha)Y_{j'b'} .$$

### The zero mode

Covariance (12) holds for all rotations, while a spin-polarized reference is invariant only about $z$. Differentiating (12) with $U=e^{-i\theta s_x}$ and $U=e^{-i\theta s_y}$ at $\theta=0$ gives $\Sigma[[s_k,\gamma]]=[s_k,\Sigma[\gamma]]$ for $k=x,y$, and by linearity the same for $s_-=s_x-is_y=|\beta\rangle\langle\alpha|$. Now add an assumption that was not needed so far: $F_0$ is self-consistent with the $W$ of the kernel, $F_0=h+\Sigma[\gamma_0]$, with $h$ spin independent. Hartree-Fock has this form with $W=v$. COHSEX has it with the Coulomb-hole term $\tfrac12\delta(x-x')(W-v)(\mathbf r,\mathbf r')$ counted in $h$. Then $[s_-,h]=0$ and $\Sigma[[s_-,\gamma_0]]=[s_-,F_0]$, so

$$\mathcal L\big[[s_-,\gamma_0]\big]=[F_0,[s_-,\gamma_0]]+[[s_-,F_0],\gamma_0]=[s_-,[F_0,\gamma_0]]=0, \tag{16}$$

where the middle equality is the Jacobi identity. The $\beta\alpha$ block of $[s_-,\gamma_0]$ is $g=\gamma^\alpha-\gamma^\beta$, and its amplitudes are $X_{ia}=\langle\phi_{a\beta}|\phi_{i\alpha}\rangle$ and $Y_{jb}=-\langle\phi_{j\beta}|\phi_{b\alpha}\rangle$. With $T=\sum_{ij}|\langle\phi_{j\beta}|\phi_{i\alpha}\rangle|^2$, completeness of the $\beta$ orbitals gives $|X|^2=N_\alpha-T$ and completeness of the $\alpha$ orbitals gives $|Y|^2=N_\beta-T$, so $|X|^2-|Y|^2=N_\alpha-N_\beta$. The mode is a rigid tilt of the total spin: the Goldstone magnon at zero wave vector in a ferromagnet, and the $M=S-1$ partner of the ground state in an open-shell atom. The quantity $|Y|^2$ measures the spin contamination of the determinant $\Phi$, since $\langle S^2\rangle=S_z(S_z+1)+\|S_+\Phi\|^2$ and $\|S_+\Phi\|^2=\sum_{jb}|\langle\phi_{b\alpha}|\phi_{j\beta}\rangle|^2=|Y|^2$.

With this mode $H$ is at best semidefinite. If $N_\alpha>N_\beta$ and the mode spans the null space, $H+b\eta$ is positive definite for small $b>0$, because $\eta$ is positive on the null vector. Since $\eta(H+b\eta)=M_-+b$, the earlier count applies to the shifted roots, and letting $b\to0$ shows that the number of non-negative roots of $M_-$ equals the number of $-$ pairs.

Two departures remove the zero. In the Tamm-Dancoff approximation the matrix is $A_{--}$, a principal block of $H$. A null vector $X'$ of it would give $(X',0)^\dagger H(X',0)=0$ and hence a null vector of the semidefinite $H$, which is excluded when the mode spans the null space and $Y\neq0$; the lowest root $\lambda_0$ is then positive. The two rows of $H(X,Y)=0$ give $X^\dagger A_{--}X=-X^\dagger B_{-+}Y=Y^\dagger A_{++}^*Y$, so the variational principle yields the upper bound $\lambda_0\le Y^\dagger A^*_{++}Y/|X|^2$.

The second departure is a mismatch between $F_0$ and the kernel. Take $N_\alpha>N_\beta$ and Hartree-Fock orbitals and energies with a $W$ kernel. The two projected equations above show that the kernel part of $u^\dagger Hu$ is $-\int W|g|^2\,d\mathbf r\,d\mathbf r'$. The Hartree-Fock zero mode makes $u^\dagger Hu$ vanish for the kernel $v$, so for the kernel $W$

$$\frac{u^\dagger Hu}{u^\dagger\eta u}=\frac{1}{N_\alpha-N_\beta}\int d\mathbf r\,d\mathbf r'\,(v-W)(\mathbf r,\mathbf r')\,|\gamma^\alpha-\gamma^\beta|^2(\mathbf r,\mathbf r'). \tag{17}$$

This is the gap to first order in $v-W$. For a polarized reference with $N_\alpha=N_\beta$, $u^\dagger\eta u=0$, (17) does not apply, and the gap opens as the square root of a small mismatch. If $H$ is positive definite, it is also an upper bound to the lowest positive root, because the eigenvalues of $H^{-1/2}\eta H^{-1/2}$ are the inverse roots and the largest is the maximum of $u^\dagger\eta u/u^\dagger Hu$. For one unpaired electron in $\phi_s$ over an unpolarized core, (17) becomes $(ss|v-W|ss)\ge0$.

### Closed and open shells

For a closed shell the orbitals and energies are the same for both spins. Let $K$ be the spatial $v$ matrix and $D-W$ the rest of the $\alpha\alpha$ entry of $A$. The conserving block acts on $(X_\alpha,X_\beta)$ as $\delta_{\sigma\sigma'}(D-W)+K$. On $X_\alpha=X_\beta$ it gives $D-W+2K$, the singlets; on $X_\alpha=-X_\beta$ it gives $D-W$, the $M=0$ triplets; the same combinations turn $B$ into the spatial matrices $2(ai|v|bj)-(aj|W|bi)$ and $-(aj|W|bi)$. By (11), $A_{--}=A_{++}=D-W$ and $B_{-+}=-(aj|W|bi)$ are the triplet matrices, so the flip blocks hold the $M=\pm1$ triplets at the same energies. In the language of the second derivation, $F_0$ and $\gamma_0$ now commute with all rotations, (13) holds for all of them, and the eigenvectors of $\mathcal L$ form complete multiplets.

For an open shell (13) holds about $z$ only, and nothing forces a level of the conserving block to reappear in a flip block. For $N_\alpha>N_\beta$ the exact spin-independent Hamiltonian requires it: a state with $M=(N_\alpha-N_\beta)/2>0$ is not annihilated by $S_-$, which commutes with the Hamiltonian, so it has a partner with $M-1$ at the same energy. The space of single pairs is not closed under $S_-$: $S_-c_a^\dagger c_i\Phi=[S_-,c_a^\dagger c_i]\Phi+c_a^\dagger c_iS_-\Phi$, and when $S_-\Phi\ne0$ the last term is in general a double excitation, which (7) does not contain.

## What each derivation assumes

Both start from the linear-response problem (5). The first uses orbitals of definite spin and the explicit kernel (8), and it needs $v$ and $W$ to be spin independent so that (9) holds. It delivers every matrix element with its sign, and it treats the three parts of the statement together, so it does not show which of them would survive a change of kernel.

The second separates them. The block structure needs only that $F_0$ and $\gamma_0$ commute with $s_z$ and that the kernel is covariant under rotations about $z$. It therefore holds for any such kernel, including a spin-dependent exchange-correlation kernel of time-dependent density-functional theory or a vertex-corrected one. The absence of the Hartree term needs only the invariance (14) of the charge density, and it is equally general. That the remainder is $-W$ is specific to the GW form of the self-energy: another approximation leaves another transverse kernel. A frequency-dependent $W$ does not alter the spin structure, since $W(1,2)$ still multiplies $G(1,2)$ as a spin scalar. The zero mode needs more than the separation does, namely covariance under all rotations and self-consistency between $F_0$ and the kernel.

Both derivations fail when $s_z$ is not conserved. In a non-collinear reference no axis gives $[s_z,\gamma_0]=0$, the factorization behind (9) is lost, and (13) has no rotation to use. With spin-orbit coupling an axially symmetric system still has sectors labelled by the change of $j_z=l_z+s_z$, but that rotation turns $\mathbf r$ as well, so the charge density is no longer invariant, (14) does not apply, and $v$ can enter the sectors with $\Delta j_z=\pm1$.

## Example: Sr$^+$ and Sr

The ion Sr$^+$ has one 5s electron outside a closed shell. The calculation uses the def2-SVP basis with its scalar effective core potential, which leaves nine electrons, $N_\alpha=5$ and $N_\beta=4$, in 23 spatial functions. Unrestricted Hartree-Fock (UHF) orbitals and energies define $W$ through (2); the orbitals and energies are then made self-consistent in COHSEX at this fixed $W$, with the Coulomb-hole term summed over the basis. The energies are not converged with the basis and describe this model. From def2-SVP through def2-TZVP to def2-QZVP the lowest P levels of Sr$^+$ fall by about 0.13 eV, the lowest D levels move non-monotonically (up by 0.19 eV, then to 0.25 eV below the def2-SVP values), the P splitting goes from 0.19 to 0.21 eV, the gap with UHF energies stays between 0.17 and 0.18 eV, the static responses grow in size by 1 to 4%, and the triplet and singlet P levels of Sr fall by 0.04 and 0.13 eV in the Tamm-Dancoff approximation. The program and its output follow the text.

There are $23-5=18$ empty $\alpha$ and $23-4=19$ empty $\beta$ orbitals. The conserving block has $5\cdot18+4\cdot19=166$ pairs, the $\Delta S_z=-1$ block $5\cdot19=95$ and the $\Delta S_z=+1$ block $4\cdot18=72$, together 333.

To keep the zeros from being built in, the program works with two-component spinors whose spin axis is tilted by 0.7 rad from the axis of the basis, and it forms all of $A$ and $B$ by applying the map (3) to each $|b\rangle\langle j|$. Spin labels come from diagonalizing the spin along the tilted axis within the occupied and within the empty space, and their purity is tested. The largest element that the tables forbid is $4\times10^{-13}$ eV. The largest $v$ term is $1\times10^{-15}$ eV in a flip row and 0.98 eV in the conserving block. The largest element of $B_{-+}$ is 0.54 eV, so the crossed coupling is present. The blocks built from spatial orbitals, with (11) for the flips, agree with the full matrix to $4\times10^{-13}$ eV, the spectrum of (7) agrees with the union of the block spectra to $3\times10^{-12}$ eV, and $M_-$ is tested to have 95 non-negative roots. For $W=v$ the eigenvalues of the conserving block of $A$ are tested against the Tamm-Dancoff operator of an independent code.

The 5s$\to$5p diagonal elements show the terms. With $\varepsilon_{5s\alpha}=-11.32$ eV, $\varepsilon_{5p\alpha}=-3.68$ eV and $\varepsilon_{5p\beta}=-3.05$ eV,

$$\alpha\to\alpha:\quad 7.64+0.94-4.91=3.67\ \text{eV},\qquad\qquad \alpha\to\beta:\quad 8.27-4.77=3.50\ \text{eV}.$$

The flip element has no exchange term, but its energy difference is larger by $8.27-7.64=0.63$ eV. From (3), $F^\beta-F^\alpha=W\!\circ(\gamma^\alpha-\gamma^\beta)$: a $\beta$ electron lacks the screened exchange with the 5s electron. If the two 5p orbitals were identical and the core unpolarized, the shift would be $(ps|W|sp)$, the direct terms would be equal, and the two elements would differ by $(ps|v-W|sp)\ge0$. Here the direct terms differ by 0.14 eV, and the difference is $0.94-0.63-0.14=0.17$ eV. Full diagonalization, with levels identified by their threefold and fivefold degeneracy, puts the lowest P level at 3.48 eV in the conserving block and 3.29 eV in the flip block, and the lowest D level at 2.90 and 2.84 eV. The P components, which would be degenerate in an exact treatment without spin-orbit coupling, are split by 0.19 eV. Three approximations can contribute: the mismatch of $v$ and $W$ in the kernel, the omitted $\delta W$ term, which vanishes in the flip block but not in the conserving one, and the missing double excitations. The calculation does not apportion the splitting among them, and the contributions need not share a sign: with $W=v$ throughout (time-dependent Hartree-Fock on the UHF reference), where the first two are absent, the P levels lie at 2.71 eV in the conserving block and 2.84 eV in the flip block, split by 0.13 eV in the opposite direction. The lowest $\Delta S_z=+1$ root is 22.6 eV; every $\beta$ electron belongs to the closed shell, so each such pair opens it.

The vector of (16) is tested to be a null vector of $M_-$. The root is $8\times10^{-12}$ eV, and $|X|^2-|Y|^2=1.000252-0.000252=1$. The Tamm-Dancoff root is 0.0064 eV. The bound on $\lambda_0$ then implies $Y^\dagger A_{++}^*Y/|Y|^2\ge0.006427\times1.000252/0.000252\approx25.5$ eV, a lower limit of the same size as the core-opening root above. With UHF energies and the $W$ kernel the gap is 0.179 eV, against $(5s5s|v-W|5s5s)=0.171$ eV, which is lower by about 5% of the gap. If $H$ is positive definite in this case, which the program does not check, (17) is an upper bound, and the core polarization left out of the one-orbital estimate must add at least 0.008 eV to it.

A test that does not use the pair matrices on one side is the static response. Adding $\lambda O$ to the Hamiltonian in (5) at $\omega=0$ gives $AX+BY+\lambda o=0$ with $o_{ia}=O_{ai}$. For real orbitals and real $O$, $\delta\gamma$ is real and symmetric, so $X=Y=-\lambda(A+B)^{-1}o$ and

$$\frac{d\langle O\rangle}{d\lambda}=\frac1\lambda\sum_{ia}(O_{ia}X_{ia}+O_{ai}Y_{ia})=-2\,o^T(A+B)^{-1}o .$$

For $O=z\,\sigma_\perp$, where $z$ is a Cartesian coordinate and $\sigma_\perp$ a Pauli matrix perpendicular to the spin axis, only flip pairs enter and $A+B$ is the matrix $H$. Its null vector is even under inversion and $o$ is odd, so the inverse is taken on the complement; the orthogonality is tested. Self-consistent solutions at fixed $W$ in fields of $\pm10^{-4}$ a.u. give $-103.44$ a.u., the flip block with $W$ alone gives $-103.44$ a.u., and omitting the kernel gives $-41.57$ a.u. For the spin-independent $O=z$ the three values are $-76.14$, $-76.14$ and $-44.8$ a.u., now from the conserving block. In both cases field and block values are tested to agree within $10^{-4}$ of the block value. When $W$ is recomputed from $F_0+\lambda O$, doubling $\lambda$ from $5\times10^{-4}$ to $10^{-3}$ a.u. multiplies the norm of its change by 2.002 for $z$ and by 4.001 for $z\sigma_\perp$, which are first and second order.

A field of $5\times10^{-3}$ a.u. on $z\sigma_\perp$ makes the reference non-collinear. With labels assigned in the same way, the spin eigenvalues depart from $\pm1$ by up to 0.019, kernel elements of $A$ up to 0.17 eV connect different blocks, and $v$ terms up to 0.10 eV appear in the nominal flip rows.

Neutral Sr at the same level has ten electrons and 90 pairs per spin combination. In the Tamm-Dancoff approximation the lowest triplet P level is 2.01 eV in each of the three blocks, and the singlet P level, found only in the conserving block, is 3.73 eV, a splitting of 1.72 eV. The equality of the whole triplet spectra is tested with and without $B$. With $B$ the lowest values of $\omega^2$ are 3.70 eV$^2$ for triplets and 12.14 eV$^2$ for singlets; both are positive, so all roots are real, the lowest being $\sqrt{3.70}=1.92$ eV and $\sqrt{12.14}=3.48$ eV.

## Numbers as computed

```
Sr+ : basis functions 23, N_up 5, N_down 4, axis tilt 0.7 rad
pairs dSz=0: 166, dSz=-1: 95, dSz=+1: 72, total 333
max forbidden element of A, B: 4.1e-13 eV
max v term in flip rows: 1.2e-15 eV
max v term in dSz=0 block: 0.9800 eV
max |B-+|: 0.5362 eV
max |definition - block formula|: 3.9e-13 eV
max |full spectrum - union of blocks|: 3.3e-12 eV
e(5s up): -11.3243 eV
e(5p up): -3.6812 eV
5s up->5p up: de 7.6430, v term 0.9373, W term -4.9139, sum 3.6664 eV
e(5p down): -3.0526 eV
5s up->5p down: de 8.2717, v term 0.0000, W term -4.7749, sum 3.4968 eV
lowest P, dSz=0, full BSE: 3.4813 eV
lowest P, dSz=-1, full BSE: 3.2876 eV
lowest D, dSz=0, full BSE: 2.9008 eV
lowest D, dSz=-1, full BSE: 2.8431 eV
P(dSz=0) - P(dSz=-1): 0.1936 eV
lowest dSz=+1 root: 22.5785 eV
zero mode root of M-: 7.5e-12 eV
|X|^2 = 1.000252, |Y|^2 = 0.000252
lowest Tamm-Dancoff flip root: 0.006427 eV
gap with UHF energies and W kernel: 0.1794 eV
(5s5s|v-W|5s5s): 0.1709 eV
finite field strength: 1e-04 a.u.
response to z*1: field -76.144, block -76.143, no kernel -44.835 a.u.
response to z*sigma_perp: field -103.437, block -103.437, no kernel -41.572 a.u.
|dW(1e-3 a.u.)|/|dW(5e-4 a.u.)| for z*1: 2.002
|dW(1e-3 a.u.)|/|dW(5e-4 a.u.)| for z*sigma_perp: 4.001
non-collinear field 5e-03 a.u. on z*sigma_perp, spin impurity 1.9e-02
  max inter-block kernel element of A: 0.1717 eV
  max v term in flip rows: 0.1016 eV
Sr : electrons 10, pairs per spin combination 90
Sr singlet P, TDA: 3.7287 eV
Sr triplet P, TDA, dSz=0: 2.0082 eV
Sr triplet P, TDA, dSz=-1: 2.0082 eV
Sr triplet P, TDA, dSz=+1: 2.0082 eV
Sr singlet-triplet P splitting, TDA: 1.7205 eV
Sr full BSE lowest omega^2: triplet 3.7036, singlet 12.1363 eV^2
```
